# How much charge a filled midgap end state carries

**Q:** I am sorting out the charge of interface states under a gate film. A dangling bond puts a level in the middle of the gap. If the level is filled, it holds one electron, so the interface carries \(-e\). If it is empty, the interface is neutral. Is there anything more to it?

**A:** The level does hold one electron when filled. But net charge is a difference between all the electrons and the positive background, and you have counted only one of the electrons. What makes you sure that the interface is neutral when the level is empty?

**Q:** The valence band is full then, and a full valence band balances the background.

**A:** It does so in the bulk. Let us see whether it does so at the end of a chain. Take spinless electrons on sites \(A_1,B_1,A_2,B_2,\dots\), all with site energy zero. The hopping is \(-t_1\) between \(A_n\) and \(B_n\) in one cell, and \(-t_2\) between \(B_n\) and \(A_{n+1}\), with \(0<t_1<t_2\). Electrons do not interact. In the bulk the two sites of a cell are equivalent and the full valence band supplies one electron per cell, so neutrality requires a fixed background of \(+e/2\) on each site.

First let \(t_1\to0\). What is left at the end?

**Q:** Site \(A_1\) is cut off. All the other sites form pairs, each with one electron in its bonding state, so half an electron per site. Those are neutral. \(A_1\) has background \(+e/2\) and either one electron or none. That makes \(-e/2\) or \(+e/2\). But surely this is special to an isolated site. Once \(t_1\) is switched on, the state spreads into the chain.

**A:** Then we need the state. To have just one, take \(2N+1\) sites, starting with \(A_1\) and finishing with \(A_{N+1}\). The left end is on a weak link and the right end on a strong one. With amplitudes \(a_n\) and \(b_n\), the Schrödinger equation is
\[
E a_n=-t_1b_n-t_2b_{n-1},\qquad E b_n=-t_1a_n-t_2a_{n+1},
\]
where \(b_0=b_{N+1}=0\), since those sites do not exist. Set \(E=0\). The equation on \(A_1\) gives \(b_1=0\), the one on \(A_2\) then gives \(b_2=0\), and so on: all \(b_n\) vanish. The equations on the \(B\) sites give
\[
a_{n+1}=-r a_n,\qquad r=\frac{t_1}{t_2}<1 .
\]
So there is one zero-energy state, and it decays from the left end. Its squared norm is a geometric sum, \(|a_1|^2\sum_{n=1}^{N+1}r^{2n-2}=|a_1|^2(1-r^{2N+2})/(1-r^2)\). Setting this to one,
\[
|a_n|^2=\frac{1-r^2}{1-r^{2N+2}}\,r^{2n-2}.
\]

**Q:** And it really lies in a gap?

**A:** In the bulk put \(a_n=a\,e^{ikn}\), \(b_n=b\,e^{ikn}\). Then \(Ea=-(t_1+t_2e^{-ik})b\) and \(Eb=-(t_1+t_2e^{ik})a\). Multiplying the two gives
\[
E^2=|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k .
\]
The smallest \(|E|\) is \(t_2-t_1\), at \(k=\pi\). The gap is \(2(t_2-t_1)\), with our state at its centre.

**Q:** Good. Now fill it: one electron, spread over a few cells. I still see \(-e\).

**A:** Look at what the valence band does there. Take any state with \(E\neq0\) and reverse the sign of every \(b_n\). In the two equations this is the same as reversing \(E\). The states therefore come in pairs \(\pm E\) with equal weight on every site. The zero mode is left over, so there are \(N\) negative and \(N\) positive levels.

Let \(v_j\) be the density of the full valence band on site \(j\), and \(\phi_j^2\) that of the zero mode. The conduction band also has weight \(v_j\). All the states together are complete, so their weights on one site add to one:
\[
2v_j+\phi_j^2=1\quad\Longrightarrow\quad v_j=\tfrac12-\tfrac12\phi_j^2 .
\]

**Q:** So the full valence band does not balance the background at the end. It is short by \(\phi_j^2/2\).

**A:** Yes. The end state was made from half a state of the valence band and half a state of the conduction band. Define the excess as electrons minus background, in electrons, so that charge is \(-e\) times excess. Then
\[
\text{emptied: } v_j-\tfrac12=-\tfrac12\phi_j^2,\qquad
\text{filled: } v_j+\phi_j^2-\tfrac12=+\tfrac12\phi_j^2 .
\]
Summed over the end region, the charge is \(+e/2\) emptied and \(-e/2\) filled. Your one electron is the change between them. It is not the charge of the filled state measured from neutral.

The spreading you worried about alters only where this charge sits. Summing the geometric series over the first \(M\) cells gives, for the filled state,
\[
q_M=\frac12\,\frac{1-r^{2M}}{1-r^{2N+2}} ,
\]
which tends to one half when \(M\) and \(N\) are much larger than the decay length counted in cells. As \(r\to1\) that length diverges and the gap closes, so there is no longer a separate end charge to speak of. At the right end, on the strong link, \(\phi_j\) is negligible and the excess is zero.

**Q:** I suspect a trick. You chose an odd number of sites. The background is then \((2N+1)e/2\), which is half-integer from the start. With \(N+1\) electrons the total must be \(-e/2\), whatever the physics.

**A:** The total is indeed fixed by that choice. What is not fixed by it is that all of the half sits at the weak-link end. Still, a chain with integer background is the fair case, so take \(2N\) sites. Both ends are now on weak links. Up to corrections that are exponentially small in \(N\), there is a left state \(L\) on the \(A\) sites and a right state \(R\) on the \(B\) sites:
\[
L:\ a_n=c(-r)^{n-1},\qquad R:\ b_n=c(-r)^{N-n},\qquad c^2=\frac{1-r^2}{1-r^{2N}} .
\]
Acting with the Hamiltonian on \(L\) gives zero on every \(B\) site but the last, where the partner \(a_{N+1}\) is missing and \(-t_1a_N\) survives. Hence
\[
\langle R|H|L\rangle=b_N(-t_1a_N)=-t_1c^2(-r)^{N-1}.
\]
The two states mix into \((L\pm R)/\sqrt2\), up to a relative sign, with energies \(\pm\delta\). Using \(t_1=rt_2\) and \(c^2\approx1-r^2\),
\[
\delta\approx t_2(1-r^2)\,r^N .
\]
\(L\) and \(R\) live on different sublattices, so the density of each mixture is \((L_j^2+R_j^2)/2\), with no cross term. Completeness now reads \(2v_j+L_j^2+R_j^2=1\), where \(v_j\) is the density of the \(N-1\) band states below the gap. What do you get for the different fillings?

**Q:** The valence band alone has excess \(-L_j^2/2-R_j^2/2\), so \(-\tfrac12\) at each end. With both end states filled it is \(+\tfrac12\) at each end. With only \(L\) filled it is \(+\tfrac12\) on the left and \(-\tfrac12\) on the right. The totals are \(-1\), \(+1\) and \(0\). All integers.

**A:** And no end is neutral in any of the three. The whole chain has integer charge; the halves are far apart.

**Q:** But with \(N\) electrons and no bias, the lower mixture is filled, not \(L\). Each end then has an average excess of zero. Why should I not call your half an average of the same sort, between zero and one?

**A:** That can be settled by the fluctuations. Choose a window \(f_j\) that is one near the left end and falls smoothly to zero inside the chain, and let \(Q_f=\sum_jf_j(n_j-\tfrac12)\), with \(n_j\) the number operator. Acting on a filled set of orbitals, \(Q_f\) returns its mean times that state, plus states with one electron promoted from a filled orbital \(p\) to an empty one \(q\). The variance is the squared norm of the second part:
\[
\mathrm{Var}\,Q_f=\sum_{p\ \text{filled}}\ \sum_{q\ \text{empty}}|\langle q|f|p\rangle|^2 .
\]
In your unbiased chain, one of the mixtures \((L\pm R)/\sqrt2\) is filled and the other is empty. The window is one on \(L\) and zero on \(R\), so their matrix element is \(\tfrac12(1-0)=\tfrac12\), which contributes \(\tfrac14\). No widening of the window removes it. A variance of \(\tfrac14\) about zero is what you get from \(+\tfrac12\) and \(-\tfrac12\) with equal odds. That mean of zero is an average over two outcomes.

**Q:** And for a single end with its state filled?

**A:** Then the bulk contribution is all that remains. Let \(P_{ij}\) be the projector on the filled orbitals, which is real here. The sum over empty orbitals is \(1-P\), and \(P_{ii}=\sum_jP_{ij}^2\) because \(P^2=P\). Therefore
\[
\mathrm{Var}\,Q_f=\sum_if_i^2P_{ii}-\sum_{ij}f_if_jP_{ij}^2=\tfrac12\sum_{ij}(f_i-f_j)^2P_{ij}^2 .
\]
Let \(f\) depend on the cell alone and fall linearly over \(W\) cells. Two sites \(R\) cells apart differ by \(R/W\), and there are about \(W\) such pairs for each \(R\) and each choice of sublattices. For large \(W\),
\[
\mathrm{Var}\,Q_f\approx\frac{1}{2W}\sum_R R^2\sum_{ss'}|P_{ss'}(R)|^2
=\frac{1}{2W}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\sum_{ss'}\left|\frac{dP_{ss'}}{dk}\right|^2 ,
\]
by Parseval's theorem. Write \(t_1+t_2e^{ik}=|E|e^{i\theta}\). The valence vector is \((1,e^{i\theta})/\sqrt2\), so \(P(k)\) has diagonal elements \(\tfrac12\) and off-diagonal elements \(\tfrac12e^{\mp i\theta}\). The sum over \(s,s'\) is \(2\times\theta'^2/4=\theta'^2/2\). The phase follows from \(t_1+t_2e^{ik}=t_2e^{ik}(1+re^{-ik})\):
\[
\theta'=1-\mathrm{Re}\,\frac{re^{-ik}}{1+re^{-ik}}=\mathrm{Re}\,\frac{1}{1+re^{-ik}}=\sum_{m=0}^{\infty}(-r)^m\cos mk .
\]
The mean of \(\cos^2mk\) is \(\tfrac12\) for \(m\ge1\), and cross terms average to zero. So the mean of \(\theta'^2\) is \(1+\tfrac12r^2/(1-r^2)=(2-r^2)/[2(1-r^2)]\), and
\[
\mathrm{Var}\,Q_f\approx\frac{2-r^2}{8(1-r^2)W} .
\]
This goes to zero for a wide window, while the mean stays at one half. The half is a sharp value.

**Q:** Does it depend on the level being at midgap? An oxide will shift the energy of the last site.

**A:** Shift it slowly, keeping the occupation fixed and the level away from both bands. The bulk is gapped, so densities change only near the end, with an exponential tail. The number of electrons is fixed, so those changes add to zero. The level moves and the charge does not.

What matters is the bulk. Hopping between neighbouring sites of the same sublattice, equal for \(A\) and \(B\), adds the same energy to both components of a Bloch state. The level leaves midgap, but the bulk Bloch vectors are unchanged, no charge is driven through the bulk, and the half survives as long as the gap stays open and the level stays inside it. A potential \(+m\) on every \(A\) and \(-m\) on every \(B\) is different. It makes the two sites of each cell unequal, the pairing argument fails, and the end charge departs from one half. Filled minus emptied is still one electron.

**Q:** Can you put numbers to this for a gate stack?

**A:** Let the sites be hybrid orbitals and each cell an atom. The weak link joins two hybrids on one atom; the strong link is the bond to the next atom. Cutting a bond leaves a weak-link end, which is a dangling hybrid. I choose values that give this chain roughly the gap and bond length of silicon (they are not silicon's own matrix elements, since a silicon atom has four hybrids, not two): \(t_1=2.00\) eV, \(t_2=2.55\) eV and atom spacing \(d=0.235\) nm. The gap is \(2\times0.55=1.10\) eV, and \(r=0.7843\).

The density falls as \(r^{2n}\), so its decay length is
\[
\ell=\frac{d}{2\ln(1/r)}=0.484\ \text{nm}.
\]
The first site has weight \(1-r^2=0.385\). For the filled state, the first 1, 2, 5 and 10 atoms hold an excess of 0.192, 0.311, 0.456 and 0.496 electrons. Ten atoms, or 2.35 nm, thus hold about 99% of the half.

For the other cases I diagonalised the hopping matrix numerically. With 601 sites and a window falling over \(W=150\) cells, the variance is \(0.00298\,e^2\); the large-\(W\) formula gives \(0.00300\,e^2\). An even chain of 60 cells has \(\delta=4.6\times10^{-7}\) eV. A bias of \(-1\) meV on its first site lowers \(L\) by about 0.385 meV, far more than \(\delta\), and gives end excesses of \(+0.5000\) and \(-0.5000\). With a window falling over 30 cells, the variance is \(0.2645\,e^2\) without the bias and \(0.0146\,e^2\) with it. The difference is the \(\tfrac14\) found above.

**Q:** And the perturbations?

**A:** They were applied to the 601-site chain. Raising the end site by 0.30 eV puts the level 0.114 eV above midgap. Same-sublattice hopping of \(-0.10\) eV raises it to 0.157 eV, but also raises midgap to 0.200 eV, so the level then lies 0.043 eV below midgap. In both cases the filled excess remains 0.500. A staggered potential \(m=0.05\) eV gives \(+0.521\) filled and \(-0.479\) emptied, a shift of about 4% of the half. These sums run over whole cells, which suits two hybrids centred on one atom.

**Q:** What would the gate see?

**A:** Take \(10^{12}\) ends per cm\(^2\), all in the same state, under a film 5 nm thick with relative permittivity 20, roughly that of hafnium oxide. For one spin channel the filled sheet charge is
\[
Q=-\tfrac12\,e\times10^{12}\ \text{cm}^{-2}=-0.080\ \mu\text{C/cm}^2 .
\]
The film capacitance is \(C=3.54\ \mu\)F/cm\(^2\). With the silicon surface potential held fixed, the gate voltage must move by \(-Q/C=+22.6\) mV for filled ends and \(-22.6\) mV for emptied ones. The swing is 45.2 mV, which is what one electron per end should give. Your picture gets the swing right but puts its zero at one extreme instead of in the middle. The field in the film due to this charge is 0.045 MV/cm, small beside a rough breakdown field of 4 MV/cm.

**Q:** But real electrons have spin. Do I ever measure half an electron on a dangling bond?

**A:** Not on that account. Each hybrid has a core charge \(+e\), shared as \(+e/2\) between two spin channels. Add the channels:
\[
0\ \text{electrons}: +e,\qquad 1\ \text{electron}: \tfrac e2-\tfrac e2=0,\qquad 2\ \text{electrons}: -e .
\]
Because the two hybrids on an atom are equivalent here, the charges are integers again, but the empty state is positive, not neutral. This is the amphoteric pattern of a silicon dangling bond: it can give up an electron or accept one. The halves are there in each channel and show up as the position of neutrality.

**Q:** How far would you trust the chain for a real interface?

**A:** For the counting of charge, yes, provided the hybrids are equivalent, as in an elemental semiconductor, and the level lies inside the gap; for level positions and the spread of the state, no. The gap and spacing are close to silicon's, but the gap fixes only \(t_2-t_1\), while the decay length depends on the ratio \(r\). With the same gap, \(t_1=1.00\) eV would give \(\ell=0.27\) nm instead of 0.48 nm. Lateral spreading and atomic relaxation are also left out. A density of \(10^{12}\) cm\(^{-2}\) is high for a well-passivated silicon interface. The film was also taken to lie directly on the silicon. A real stack usually has a thin layer of silicon oxide between them; with 0.5 nm of it, at relative permittivity 3.9, the shift of 22.6 mV becomes 34 mV. Spin is missing from the gate numbers too. For the film alone, with two electrons on every end, the charge and the voltage shift double, to \(-0.16\ \mu\)C/cm\(^2\) and about 45 mV, and with one electron they vanish.

Repulsion between those two electrons is also missing. A rough estimate is \(e^2/(4\pi\varepsilon_0\bar\varepsilon\ell)=0.19\) eV, with \(\bar\varepsilon=15.85\), the mean of the film's permittivity and 11.7 for silicon. That is about six times \(k_BT=0.031\) eV at 85 °C, and it is probably low, since the two electrons are often on the same atom, closer together than \(\ell\). So repulsion matters for the Fermi level at which the second electron enters. It does not change the charge assigned to a given occupation, as long as the second electron stays bound at the end; a repulsion strong enough to push it out of the gap would spread its charge into the chain.

**Q:** Does temperature blur the half?

**A:** It averages over occupations. In the spinless chain with the Fermi level 0.20 eV above midgap at 85 °C, the end state is filled with probability \(p=0.9985\). Neglecting the few carriers in the bands, the mean excess is
\[
p\left(+\tfrac12\right)+(1-p)\left(-\tfrac12\right)=p-\tfrac12=0.4985 .
\]
With the Fermi level at midgap, \(p=\tfrac12\) and the mean is zero, again an average over two charged outcomes.

**Q:** And the metal gate? It could exchange electrons with the state.

**A:** It can, by tunnelling through the film. With a barrier of 2 eV and a tunnelling mass of 0.2 electron masses, both rough, the decay constant is \(\kappa=\sqrt{2m^*\Phi}/\hbar\). The estimate \(t_2e^{-2\kappa D}\), with film thickness \(D=5\) nm, gives a level width \(\Gamma\) near \(2\times10^{-14}\) eV. This is negligible beside \(k_BT\), so the gate does not smear the level. The corresponding time \(\hbar/\Gamma\) is a few hundredths of a second, but it depends very strongly on the inputs: a barrier of 1.5 eV and a mass of 0.11 electron masses would bring it below a microsecond. Even then \(\Gamma\) is only about \(2\times10^{-9}\) eV, still far below \(k_BT\). The silicon bands can exchange electrons with the state too. Between such events it is either filled or emptied, and each case has its own half. If the metal touched the semiconductor, the exponential would be absent and the same estimate would give a width of order \(t_2\), larger than the gap. It is crude there, but it marks the limit: the state would no longer be either filled or emptied, and the half would lose its meaning.

**Q:** So before I assign a charge to a filled state, I should ask what the end carries when that state is empty.

**A:** Yes, and get that answer by comparing the density of the full valence band at the end with the positive background there. Sum the difference over whole cells, and go well past the decay length. If the two sites of a cell are unequal, stopping inside a cell changes the result. The sum over whole cells is then the charge a gate sees only if the cell has no dipole moment. Otherwise weight the excess with a window that falls smoothly over the actual positions: for \(m=0.05\) eV with \(B\) placed half a cell from \(A\), this gives \(+0.515\) in place of \(+0.521\).

All numerical values are calculated from the stated model.
